# How surface segregation depletes the second layer of a sputtered alloy

An annealed copper–nickel target with equal bulk fractions, modelled as a uniform ideal solution at 600 K, has 95% copper in its first atomic layer, because copper segregates to the surface. When argon ions begin to erode it, 96% of the emitted atoms are copper. After long erosion the emitted flux is half copper and the first layer is 40% copper, which is the value it would have without any segregation. The second layer, however, is only 6% copper. Segregation has not stopped: its effect now appears one layer down.

## The model and its conventions

Let A be the segregating species (here copper) and B the other (nickel). The target is thick and homogeneous, with bulk fraction \(c\) of A. Layers are counted from the instantaneous surface, and \(x_i\) is the mean fraction of A in layer \(i\). All layers have the same number of sites, and the surface is taken as flat.

Ions arrive at \(j\) per surface site per second and eject atoms from layer 1 only. The component yields \(Y_A\) and \(Y_B\) are atoms emitted per ion per unit first-layer fraction, so A leaves at the rate \(jY_Ax_1\) per site and B at \(jY_B(1-x_1)\). Their sum is the erosion rate \(R\), in monolayers per second. Each emitted atom is replaced from layer 2, that one from layer 3, and so on. Erosion therefore carries A from layer \(i+1\) to layer \(i\) at the rate \(Rx_{i+1}\). Here, and in the exchange rates below, the occupations of different sites are treated as uncorrelated (mean field).

Atoms in neighbouring layers also exchange places. Let \(\Delta G>0\) be the free energy gained, apart from mixing entropy, when an A atom in layer 2 changes places with a B atom in layer 1. For two layers with fixed total content \(x_1+x_2\), the free energy per site pair is

\[
F=-\Delta G\,x_1+kT\sum_{i=1}^{2}\left[x_i\ln x_i+(1-x_i)\ln(1-x_i)\right].
\]

The derivative of each bracket is \(\ln[x_i/(1-x_i)]\). Since \(dx_2=-dx_1\), the minimum satisfies

\[
-\Delta G+kT\ln\frac{x_1}{1-x_1}-kT\ln\frac{x_2}{1-x_2}=0,
\]

\[
\frac{x_1/(1-x_1)}{x_2/(1-x_2)}=K,\qquad K=e^{\Delta G/kT}.
\]

This is Gibbsian segregation in its simplest form. It fixes the ratio between two layers, not the composition of either.

Let \(k_{\rm up}\) be the rate constant for an exchange that raises A into layer 1, and \(k_{\rm dn}\) that for the reverse. The net upward exchange is

\[
E=k_{\rm up}x_2(1-x_1)-k_{\rm dn}x_1(1-x_2).
\]

Setting \(E=0\) must reproduce the equilibrium ratio, so \(k_{\rm up}/k_{\rm dn}=K\). Ion damage may speed up both exchanges; the model assumes that it leaves their ratio unchanged.

## Why the first layer forgets segregation

In the steady state no layer gains or loses A. The same net flux of A must therefore cross every interface and leave the surface. Deep in the target the composition is uniform and exchange carries no net flux, so what arrives from the bulk is \(Rc\). The same argument for B gives \(R(1-c)\). Hence

\[
jY_Ax_1=Rc,\qquad jY_B(1-x_1)=R(1-c).
\]

Dividing the first equation by the second removes \(R\) and \(j\):

\[
\boxed{\frac{x_1}{1-x_1}=\frac{c}{1-c}\,\frac{Y_B}{Y_A}}
\]

Neither \(K\) nor any exchange rate enters. The result uses conservation and first-layer emission, but not the form of \(E\), so it does not rest on the mean-field exchange law.

The total yield follows by solving the two balances for \(x_1\) and \(1-x_1\) and adding them:

\[
1=\frac{R}{j}\left(\frac{c}{Y_A}+\frac{1-c}{Y_B}\right),
\qquad
\frac{R}{j}=\frac{1}{c/Y_A+(1-c)/Y_B}.
\]

For the example, take \(Y_A=3\) and \(Y_B=2\) atoms per ion, rough values for argon at about 1 keV. The total yield is \(1/(0.5/3+0.5/2)=2.4\) atoms per ion, and \(x_1=2.4\times0.5/3=0.40\).

If the yields depend on \(x_1\), the boxed law still holds, but as an implicit equation. If they also depend on \(x_2\), for example through the binding of surface atoms to their neighbours below, segregation can affect \(x_1\) indirectly.

## Why the second layer is depleted

Layer 1 receives A in two ways: layer 2 moves up as the surface recedes, and atoms exchange. Together they must supply what is emitted:

\[
Rx_2+k_{\rm up}x_2(1-x_1)-k_{\rm dn}x_1(1-x_2)=Rc.
\]

Expanding the last product on the left and collecting the terms in \(x_2\) gives

\[
x_2\left[R+k_{\rm up}(1-x_1)+k_{\rm dn}x_1\right]=Rc+k_{\rm dn}x_1.
\]

Define the exchange relaxation rate \(S\) and the fraction \(x_2^{\rm eq}\) that makes \(E\) vanish:

\[
S=k_{\rm up}(1-x_1)+k_{\rm dn}x_1,\qquad
x_2^{\rm eq}=\frac{k_{\rm dn}x_1}{S}.
\]

Then

\[
\boxed{x_2=\frac{Rc+Sx_2^{\rm eq}}{R+S}},\qquad
x_2-c=\frac{S}{R+S}\,(x_2^{\rm eq}-c).
\]

The second layer is a weighted mean of the bulk and equilibrium values. When exchange is slow, \(S\ll R\), it stays near the bulk value. When exchange is fast, \(S\gg R\), it approaches

\[
\frac{x_2^{\rm eq}}{1-x_2^{\rm eq}}
=\frac{1}{K}\frac{x_1}{1-x_1}
=\frac{c}{1-c}\,\frac{Y_B}{KY_A}.
\]

Segregation demands a large ratio between the layers. The yields have already fixed the upper one, so the lower one must fall.

The word "depleted" needs a reference. Relative to the bulk, layer 2 is depleted if \(x_2^{\rm eq}<c\), which means

\[
\frac{KY_A}{Y_B}>1.
\]

For nonzero exchange, its speed changes the size of the depletion but not its sign. A weakly segregating species with a low yield can fail this condition. With \(c=0.5\), \(K=1.5\), \(Y_A=1.5\) and \(Y_B=3\), and with \(j\) and \(k_{\rm up}\) as in the example below, the formulas give \(x_1=0.67\) and \(x_2=0.57\). Both layers are richer in A than the bulk.

Relative to layer 1, depletion requires \(Rc+Sx_2^{\rm eq}<(R+S)x_1\), or

\[
R(c-x_1)<S(x_1-x_2^{\rm eq}).
\]

If A has the higher yield, the left side is positive and exchange must be fast enough.

## How large: copper–nickel at 600 K

The ion current density is 10 µA/cm², or \(6.24\times10^{13}\) ions/cm² s. A lattice parameter of 0.357 nm and close-packed (111) layers give \(1.81\times10^{15}\) sites/cm² and a layer spacing \(d=0.206\) nm. Thus \(j=0.03445\) s⁻¹ and \(R=2.4j=0.0827\) monolayers/s.

With \(\Delta G=0.15\) eV and \(kT=0.0517\) eV, \(K=18.2\). A radiation-enhanced diffusion coefficient \(D=10^{-15}\) cm²/s gives an exchange rate between deeper layers of \(w=D/d^2=2.35\) s⁻¹. I take \(k_{\rm up}=w\), which places the whole effect of segregation on the return jump: \(k_{\rm dn}=w/K=0.129\) s⁻¹. Then

\[
S=2.354(0.6)+0.1294(0.4)=1.464\ {\rm s}^{-1},
\]

\[
x_2^{\rm eq}=\frac{0.1294(0.4)}{1.464}=0.035,
\]

\[
x_2=\frac{0.08267(0.5)+0.1294(0.4)}{0.08267+1.464}=0.060.
\]

Exchange is about 18 times faster than erosion, yet \(x_2\) is still well above its equilibrium value. A small absolute departure is a large relative one when \(x_2^{\rm eq}\) is itself small.

The departure from equilibrium is needed to drive the supply. Of the A flux \(Rc\), the receding surface brings the fraction \(x_2/c=0.060/0.5=0.12\). Exchange must bring the other 88%, so it continues to run upward throughout steady erosion.

Two changes to the model separate the causes:

- **No segregation.** With \(K=1\), both exchange rates equal to \(w\) and the yields unchanged, \(x_1=0.400\) and \(x_2=0.403\). Preferential sputtering alone lowers layer 2 from 0.50 to about 0.40.
- **No yield difference.** With both yields equal to 2.4 and the original exchange rates, \(x_1=0.50\) and \(x_2=0.080\). Segregation alone produces a strong depletion.

## How deep the depletion reaches

Between deeper layers the exchange has no preferred direction. Its net upward flux is

\[
w x_{i+1}(1-x_i)-w x_i(1-x_{i+1})=w(x_{i+1}-x_i).
\]

For \(i\ge2\), constant flux requires \(Rx_{i+1}+w(x_{i+1}-x_i)=Rc\). Subtracting \(Rc\) and writing each fraction relative to \(c\) gives

\[
(R+w)(x_{i+1}-c)=w(x_i-c),
\]

\[
x_i-c=(x_2-c)g^{\,i-2},\qquad g=\frac{w}{R+w}.
\]

The deviation decays over the length \(d/\ln(1+R/w)\). For \(w\gg R\) this is close to \(dw/R=D/v\), where \(v=Rd\) is the erosion speed. In the example the decay length is 6.0 nm and \(D/v=5.9\) nm. Copper recovers slowly with depth: 0.17 in layer 10 and 0.33 in layer 30.

At fixed \(k_{\rm up}\) and \(k_{\rm dn}\), changing \(w\) alters the thickness of this zone but neither \(x_1\) nor \(x_2\), because \(w\) does not enter their balances. The target must be much thicker than \(D/v\). Otherwise the depletion reaches its back face, and the bulk supply assumed here is lost.

## The transient that creates the deficit

The missing copper was emitted early. Let \(I=\sum_i(x_i-c)\) be the excess of A in the target, in monolayers. The bulk supplies \(Rc\) and the beam removes \(jY_Ax_1\), so \(dI/dt=Rc-jY_Ax_1\). The total surplus of emitted A, relative to an equal number of atoms of bulk composition, is therefore \(I(0)-I(\infty)\).

Initially only the annealed first layer differs from the bulk, with \(x_1(0)=K/(1+K)=0.948\) at \(c=0.5\). At the end, the geometric series from layer 2 downward sums to \((x_2-c)/(1-g)=(x_2-c)(1+w/R)\). Hence

\[
\begin{aligned}
Q&=[x_1(0)-c]+(c-x_1)+(c-x_2)\left(1+\frac{w}{R}\right)\\
&=0.448+0.100+0.440(29.47)=13.5\ \text{monolayers}.
\end{aligned}
\]

Almost all of this comes from beneath the first layer. Numerical integration of the balances for 400 layers, with an implicit method, gives these copper shares of the emitted flux:

| Time (s) | Copper share |
|---:|---:|
| 0 | 0.965 |
| 10 | 0.919 |
| 100 | 0.806 |
| 1000 | 0.531 |

The time scale follows from the continuum balance. With depth \(z\) measured inward from the receding surface, and \(v\) constant, \(p=x-c\) obeys \(\partial_tp=D\,\partial_z^2p+v\,\partial_zp\). Substituting \(p=e^{-vz/2D-v^2t/4D}u\) cancels the drift and decay terms and leaves \(\partial_tu=D\,\partial_z^2u\). The exponential factor sets a relaxation scale \(4D/v^2\), here 1400 s. At the steady speed of 0.017 nm/s this corresponds to 23 to 24 nm of erosion. In the example the emitted composition comes within 1% of the bulk value after about 1.7 times this scale. The estimate comes from the bulk equation alone; the surface boundary condition can add a slower mode, as it does for copper-rich targets. Removing a few monolayers is not enough.

## What an electron probe reports

A method that averages over depth does not measure \(x_1\). Suppose that the signal from successive layers falls by \(q=e^{-d/\lambda}\), with a rough probe depth \(\lambda=1\) nm and equal sensitivity to both elements. The normalized weights are \((1-q)q^{i-1}\). Summing the constant and geometric parts of the profile gives

\[
x_{\rm app}=(1-q)x_1+q\left[c+\frac{(x_2-c)(1-q)}{1-qg}\right]=0.17.
\]

If 0.17 were mistaken for \(x_1\), the boxed yield law would give \(Y_A/Y_B=0.83/0.17=4.9\) instead of the input value 1.5. The error comes from the depth of measurement, not from the sputtering law.

## What the simple model leaves out

**Emission from layer 2.** Let a share \(b\) of the emission events sample layer 2, with the same component yields. The first-layer fraction in the emission balance is then replaced by \((1-b)x_1+bx_2\), so

\[
(1-b)x_1+bx_2=0.40.
\]

The first layer no longer forgets segregation: a poorer second layer requires a richer first one. For a rough share \(b=0.15\), a Newton solution of the steady balances gives \(x_1=0.46\) and \(x_2=0.07\). The first-layer value is 15% above that of the simple law.

**Ballistic mixing.** Collisions also exchange atoms without regard to \(\Delta G\). Assume, as a rough value, five such site exchanges per ion across each interface, at the rate \(m=5j=0.172\) s⁻¹. This adds \(m\) to both \(k_{\rm up}\) and \(k_{\rm dn}\), and hence \(m\) to \(S\):

\[
x_2=\frac{Rc+(k_{\rm dn}+m)x_1}{R+S+m}=0.094.
\]

The second layer has over half as much copper again as before, while \(x_1\) remains 0.40.

**Correlations and uneven diffusion.** The mean-field law ignores correlations between sites. In the opposite extreme, where atoms move only within their own vertical columns, an exact solution for ten layers with the same rates gives \(x_2=0.076\) instead of 0.060, while \(x_1\) stays at 0.40. This \(x_2\) is not yet converged in depth: it rises to 0.077 for twelve layers and 0.079 for sixteen, and a random-event simulation of 80 layers gives about 0.080. The model also takes \(D\) as uniform, although radiation enhancement fades below the damaged zone. Suppose that the deep exchange rate equals \(w\) between layers 2 and 3 and falls exponentially below them, with a decay length of 5 nm. In the mean-field model layer 30 then contains 0.42 copper instead of 0.33, and the transient is shorter; the steady \(x_1\) and \(x_2\) do not change.

**Uncertain inputs.** Raising the copper yield by 20% lowers \(x_1\) to 0.36. Changing \(\Delta G\) to 0.10 or 0.20 eV, with \(k_{\rm up}\) fixed, changes \(x_2\) to 0.11 or 0.04 and leaves \(x_1\) unchanged. The choice \(k_{\rm up}=w\) matters too: placing the whole effect of segregation on the upward jump instead, with \(k_{\rm up}=Kw\) and \(k_{\rm dn}=w\), lowers \(x_2\) from 0.060 to 0.037, again with the same \(x_1\).

In real copper–nickel, copper does segregate and has the higher yield under argon at this energy. The yields, \(\Delta G\) and especially \(D\) used here are nevertheless rough model inputs. Interactions between the atoms make \(\Delta G\) depend on composition, and \(D\) can vary strongly with temperature and damage rate. Interactions also matter in the bulk: assessed phase diagrams give copper–nickel a miscibility gap below roughly 630 K, and the equal-fraction alloy at 600 K lies in or close to it. There the tendency of diffusion to smooth out composition differences is very weak or even reversed. The depth profile and times calculated here therefore describe an ideal solution with copper–nickel-like inputs, not a prediction for the real alloy at this temperature. Real targets also emit some atoms from below the first layer, which moves \(x_1\) from 0.40 to about 0.46 for the share assumed above. Roughness and implanted argon are not sized here. The current density suits an analytical ion beam; deposition sources can run at far higher values.

## Consequences for practice

**Condition the target before collecting a film.** For a constant beam and temperature, a few times \(4D/v^2\) suffices in the example, but this is not a general bound. With \(c=0.98\) and the other inputs unchanged, the emitted nickel share comes within 1% of its bulk value only after about 13 times \(4D/v^2\). When exchange is much slower than erosion, \(4D/v^2\) falls below \(1/R\), and several monolayers must still be removed. The safer course is to monitor the emitted composition until it settles. In the example, a film collected during the first 100 s would be strongly copper-rich if both elements were transported and stuck equally well.

**Match the probe to the question.** Low-energy ion scattering, which is sensitive chiefly to the outermost layer, is suited to \(x_1\). An electron spectrum needs a depth model before yields are inferred from it.

**Watch what happens when the beam stops.** In steady erosion the net exchange is upward whenever layer 2 is poorer in copper than the bulk, as it is here. If the exchange rates still have their steady-erosion values just after the beam is switched off, the first layer starts to gain copper at

\[
R(c-x_2)=0.08267(0.440)=0.036\ \text{monolayers/s}.
\]

If that initial rate lasted, \(x_1\) would rise by 0.1 in about 3 s. Measurement during bombardment avoids this change. Rapid cooling limits it if it stops the exchange in time.

**Do not assume that more current removes the altered layer.** Consider 1 mA/cm², a hundred times the example's current, at the same temperature and yields. If the exchange rates stay fixed, \(S/R\) falls from 17.7 to 0.177, and

\[
x_2=0.5+\frac{0.177}{1.177}(0.035-0.5)=0.43.
\]

Layer 2 is then much nearer the bulk value than before, and slightly richer in copper than layer 1. If instead damage makes all exchange rates proportional to current, \(S/R\) and \(D/v\) do not change, and neither does the steady profile. Cooling at fixed current shrinks the altered zone if it lowers \(D\), but it also raises \(K\). If \(D\) hardly falls, the larger \(K\) depletes the second layer further. If \(D\) falls strongly, the second layer recovers, but in this example it comes close to the bulk value only when exchange is slow compared with erosion.
